# Resistance of Two Equal Contact Spots Joining Two Half-Spaces

## Problem

Two conducting bodies of the same resistivity \(\rho\) fill the half-spaces \(z>0\) and \(z<0\). The plane between them is insulating except at two circular spots of radius \(a\), where the metals are perfectly joined. The centres of the spots are a distance \(s\) apart. A steady current \(I\) flows from far away in the upper body to far away in the lower one, and \(V\) is the voltage between these distant regions. Conduction is ohmic and diffusive, and there is no film on the spots.

(a) Show that for \(s\gg a\) the resistance \(R=V/I\) is

\[
R\simeq\frac{\rho}{4a}+\frac{\rho}{2\pi s}.
\]

(b) Find the order of the first neglected term.

(c) Evaluate the result for a warm joint between thick copper terminals, with the round values \(\rho=2.0\) µΩ cm, \(a=10\) µm, \(s=100\) µm and \(I=10\) A. Decide whether the second term is meaningful beside the effects that the model leaves out.

## Hints

1. Reflect the system in the contact plane. What is the potential on the spots, and how is the current shared?
2. A point source on an insulating surface sends its current into a hemisphere, not a sphere.
3. For a single spot, try a current density proportional to \(1/\sqrt{a^2-r^2}\). Integrate along straight lines through the point where the potential is wanted.
4. The second spot disturbs the current density on the first. To avoid solving for the disturbed density, average the constant potential of spot 1 with the undisturbed density as weight.

## Solution

### Symmetry

Let the distant potentials be \(+V/2\) above and \(-V/2\) below. Reflection in the plane followed by a change of sign of the potential reproduces the same problem, so the potential is odd in \(z\). It is continuous through the spots and therefore vanishes there. Half of the voltage falls in each body.

The two spots are mirror images of each other, so each carries \(i=I/2\). From here on, consider the lower body and measure its potential \(\phi\) from its distant region. Then \(\phi\to0\) far away and \(\phi=V/2\) on both spots, which feed current into the body.

### Potential of a given current density

A point source of current \(i\) on the surface gives the radial current density \(i/(2\pi d^2)\) at distance \(d\), because a hemisphere has area \(2\pi d^2\). No current crosses the rest of the plane, as required. The field is \(\rho i/(2\pi d^2)\), and integrating it from \(d\) to infinity gives \(\rho i/(2\pi d)\). By superposition, a normal current density \(j\) on the spots produces

\[
\phi(\mathbf x)=\frac{\rho}{2\pi}\int\frac{j(\mathbf x')}{|\mathbf x-\mathbf x'|}\,dA'. \tag{1}
\]

### One spot alone

Try

\[
j_0(r)=\frac{i}{2\pi a\sqrt{a^2-r^2}} .
\]

Its total is correct:

\[
\int_0^a j_0\,2\pi r\,dr=\frac ia\Big[-\sqrt{a^2-r^2}\Big]_0^a=i .
\]

To find the potential at a point P of the spot, use polar coordinates \((t,\theta)\) centred on P. The area element \(t\,dt\,d\theta\) cancels the \(1/t\) in equation (1). What remains is an integral of \(j_0\) along each chord through P, followed by an integral over the chord directions, which span an angle \(\pi\).

Let a chord pass at distance \(p\) from the centre, and let \(q\) be the position along it measured from its midpoint. Then \(r^2=p^2+q^2\). With \(h^2=a^2-p^2\), the half-length of the chord is \(h\), and

\[
\int_{-h}^{h}\frac{dq}{\sqrt{h^2-q^2}}=\pi .
\]

Every chord gives the same value. Therefore

\[
\phi=\frac{\rho}{2\pi}\,\frac{i}{2\pi a}\,\pi\cdot\pi=\frac{\rho i}{4a}
\]

everywhere on the spot. The trial density makes the spot an equipotential, so it is the solution. One half-space contributes \(\rho/(4a)\), and a single spot between two half-spaces has resistance \(\rho/(2a)\). Two such spots in parallel, without mutual influence, would give \(\rho/(4a)\). This is the first term of the result.

The same construction works at a point of the plane outside the spot, at distance \(r>a\) from its centre. A line from this point meets the spot if its angle to the direction of the centre is less than \(\arcsin(a/r)\). Each such line crosses a complete chord and gives \(\pi\), and the range of angles is \(2\arcsin(a/r)\). Hence

\[
\phi(r)=\frac{\rho}{2\pi}\,\frac{i}{2\pi a}\,2\pi\arcsin\frac ar
=\frac{\rho i}{2\pi a}\arcsin\frac ar . \tag{2}
\]

At \(r=a\) this equals \(\rho i/(4a)\), so it joins the value on the spot. For \(r\gg a\) it becomes \(\rho i/(2\pi r)\), the potential of a point source.

### Two spots

Let \(j_1\) and \(j_2\) be the true densities on the two spots, each with total \(i\). Neither need equal \(j_0\). On spot 1 the potential is \(V/2\) at every point, so its average with the weight \(w=j_0/i\), whose integral is one, is also \(V/2\):

\[
\frac V2=\frac{\rho}{2\pi}\int_1 dA\,w(\mathbf x)\left[\int_1\frac{j_1(\mathbf x')}{|\mathbf x-\mathbf x'|}dA'+\int_2\frac{j_2(\mathbf x')}{|\mathbf x-\mathbf x'|}dA'\right].
\]

Now integrate over \(\mathbf x\) first. The integral of \(w(\mathbf x)/|\mathbf x-\mathbf x'|\) is known from the single spot. It is \(\pi/(2a)\) when \(\mathbf x'\) lies on spot 1, and \(\arcsin(a/r')/a\) when \(\mathbf x'\) lies on spot 2, with \(r'\) measured from the centre of spot 1. The first value is constant, so only the total of \(j_1\) matters:

\[
\frac V2=\frac{\rho i}{4a}+\frac{\rho i}{2\pi}K,\qquad
K=\frac1i\int_2 j_2(\mathbf x')\,\frac1a\arcsin\frac a{r'}\,dA'. \tag{3}
\]

Multiplying by 2 for the two bodies and inserting \(i=I/2\) gives

\[
R=\frac VI=\frac{2}{I}\,\frac I2\left[\frac{\rho}{4a}+\frac{\rho K}{2\pi}\right]
=\frac{\rho}{4a}+\frac{\rho}{2\pi}K . \tag{4}
\]

No approximation has been made within the model. The factor 2 for two bodies cancels the factor \(1/2\) for the shared current.

It remains to estimate \(K\). By the maximum principle \(\phi\) is largest on the spots, so current leaves them everywhere and \(j_2\) has one sign. Thus \(K\) is a true average of \(\arcsin(a/r')/a\), a decreasing function of \(r'\). On spot 2 the distance \(r'\) lies between \(s-a\) and \(s+a\). For \(s>2a\),

\[
\frac1a\arcsin\frac a{s+a}<K<\frac1a\arcsin\frac a{s-a}. \tag{5}
\]

For \(s\gg a\) both bounds equal \(1/s\) up to terms of order \(a/s^2\). Hence \(K\simeq1/s\), which proves (a).

The second term is positive because each spot raises the potential at the other. The same voltage then drives less current than it would through two independent spots. As \(s\to\infty\) the term vanishes. The length \(s\) is the distance between centres, not the gap between edges.

### The first correction

The bounds are cautious, because contributions from the near and far sides of spot 2 largely cancel. First take the undisturbed density \(j_0\) on spot 2. Then \(K\) is the mean of \(1/|\mathbf s+\mathbf u|\), where \(\mathbf u\) is the difference between two independent offsets from the spot centres. With \(x\) along \(\mathbf s\),

\[
\frac1{|\mathbf s+\mathbf u|}=\frac1s\left[1-\frac{u_x}{s}-\frac{u^2}{2s^2}+\frac{3u_x^2}{2s^2}+\dots\right].
\]

The mean of \(u_x\) is zero and \(\langle u_x^2\rangle=\langle u^2\rangle/2\), so the second-order terms add to \(\langle u^2\rangle/(4s^2)\). The mean square radius for \(j_0\) follows from the substitution \(q=\sqrt{a^2-r^2}\):

\[
\langle r^2\rangle=\frac1a\int_0^a\frac{r^3\,dr}{\sqrt{a^2-r^2}}=\frac1a\int_0^a(a^2-q^2)\,dq=\frac{2a^2}{3}.
\]

Two independent offsets give \(\langle u^2\rangle=4a^2/3\), and the correction to \(1/s\) is \(a^2/(3s^3)\).

The disturbance of \(j_2\) matters less. The potential of spot 1 varies across spot 2 by about \(\rho i a/s^2\), compared with spot 2's own potential of about \(\rho i/a\). The relative change of density is therefore of order \(a^2/s^2\). This change carries no net current, so in equation (3) it is weighted by the variation of \(\arcsin(a/r')/a\) across the spot, which is of order \(a/s^2\). The product is of order \(a^3/s^4\), and

\[
K=\frac1s+\frac{a^2}{3s^3}+O\!\left(\frac{a^3}{s^4}\right). \tag{6}
\]

The first neglected term in \(R\) is thus \(\rho a^2/(6\pi s^3)\), which answers (b).

A numerical solution of equation (1), with both densities free to adjust, agrees with this picture. Relative to that solution, the two-term formula is low by 0.40 % at \(s=3a\), by 0.018 % at \(s=10a\) and by 0.0024 % at \(s=20a\). The formula is therefore useful well before the spots are very far apart.

### The copper joint

With \(a=10^{-3}\) cm and \(s=10^{-2}\) cm,

\[
\frac{\rho}{4a}=\frac{2.0}{4\times10^{-3}}=500\ \mu\Omega,\qquad
\frac{\rho}{2\pi s}=\frac{2.0}{2\pi\times10^{-2}}=31.8\ \mu\Omega .
\]

The sum is 531.8 µΩ, or 0.532 mΩ. The numerical solution gives 531.9 µΩ. The interaction adds 6.4 % to the value for independent spots.

In each body a spot has a potential of 2.50 mV from its own 5 A and 0.16 mV from the other spot. Twice their sum is \(V=5.32\) mV.

Four omitted effects are best compared with the interaction term, since that is the smaller of the two.

**Ballistic transport.** A spot of area \(\pi a^2\) passes \(N=k_F^2\pi a^2/(4\pi)\) modes per spin, each mode having conductance \(2e^2/h\) with both spins counted. For free electrons, \(\rho\ell=3\pi^2\hbar/(e^2k_F^2)\), where \(\ell\) is the mean free path. One spot then has the ballistic resistance

\[
\frac{h}{2e^2N}=\frac{4\pi\hbar}{e^2k_F^2a^2}=\frac{4\rho\ell}{3\pi a^2},
\]

and two in parallel have half of this. A rough electron density of \(8.5\times10^{22}\) cm\(^{-3}\) gives \(\ell\approx33\) nm. Simply adding the ballistic and diffusive resistances would raise \(R\) by 1.4 µΩ, or 4.4 % of the interaction. This sum is an interpolation. It overstates the resistance when \(\ell\) is comparable with \(a\), and it has not been derived as the first correction for \(\ell\ll a\), which is the case here. The figure therefore shows only the rough size of the effect.

**Finite bodies.** Suppose that each body ends at a hemispherical electrode of radius \(B\gg s\). The potential there would have been about \(\rho I/(2\pi B)\). Removing this drop from both bodies lowers \(R\) by \(\rho/(\pi B)\). For \(B=10\) mm this is 0.64 µΩ, or 2.0 % of the interaction. The ratio is \(2s/B\), so the second term has its stated meaning only if the bodies are much larger than the spot separation.

**Self-heating.** Let the distant metal be at \(T_0=350\) K and let no heat leave through the insulating surfaces. The temperature then depends only on the potential \(\Phi\), measured from the spots. The heat equation \(\nabla\cdot(\kappa\nabla T)+|\nabla\Phi|^2/\rho=0\), with current conservation \(\nabla\cdot(\nabla\Phi/\rho)=0\), becomes

\[
\frac{d}{d\Phi}\left(\kappa\rho\frac{dT}{d\Phi}\right)=-1 .
\]

Inserting the Wiedemann–Franz law \(\kappa\rho=LT\) and integrating twice, with \(T=T_0\) at \(\Phi=\pm V/2\), gives \(T^2=T_0^2+(V^2/4-\Phi^2)/L\). The hottest place is the contact, where \(T_{\max}^2=T_0^2+V^2/(4L)\). With \(L=2.44\times10^{-8}\) V²/K², the rise is 0.41 K. If all the metal were this hot, a rough temperature coefficient of 0.0035 K\(^{-1}\) would add 0.77 µΩ, or 2.4 % of the interaction. The actual addition is smaller.

**A film on the spots.** A film of specific resistance \(r_c\) adds at least \(r_c/(2\pi a^2)\). The reason is that the dissipation in the metal cannot fall below its film-free minimum, while the dissipation in the film is least for uniform current. This lower bound equals the interaction term at \(r_c=2.0\times10^{-10}\) Ω cm². The bound is not tight, because the two minima cannot be reached by the same current density. Solving equation (1) for a spot with the film included gives an addition of about 45 µΩ for the pair at this \(r_c\), and the true addition equals the interaction term already at about \(1.3\times10^{-10}\) Ω cm².

The first three effects leave the interaction term meaningful for this clean joint, although they are larger than the 0.1 µΩ error of the two-term formula. Quoting \(R\) to better than about 1 µΩ would thus require a model that includes them. It would also require \(\rho\) to 0.2 %, which is about 0.5 K in temperature, and \(a\) to 20 nm. The first term is far more sensitive to the inputs than to these three effects. A change of 17 K in temperature or of 0.6 µm in \(a\) shifts \(R\) by as much as the whole interaction term. Elliptical spots of the same area lower \(R\) by about 15 µΩ at axis ratio 2 and 35 µΩ at axis ratio 3. The interaction term is therefore meaningful for circular spots with \(\rho\) and \(a\) known to about 1 %. It cannot be separated from the measured resistance of a joint whose spots are less well known.

The resistivity is a rough value for warm copper. The spot size and separation are chosen values, since a real joint has irregular spots whose number and size depend on its surfaces and pressure. The result also depends on a clean interface: a film of \(2.0\times10^{-10}\) Ω cm² adds about 45 µΩ, more than 8 % of the total. In nanometre vias the diffusive assumption fails as well. The ratio of the purely ballistic resistance of the two spots to \(\rho/(4a)\) is \(8\ell/(3\pi a)\), which is already about 0.85 at \(a=\ell\). A narrow via also lacks the wide bodies assumed here.

## Variation 1: three spots in a triangle

Place three equal spots at the corners of an equilateral triangle of side \(s\gg a\). By symmetry each carries \(i=I/3\), and each feels two neighbours:

\[
\frac V2\simeq\frac{\rho i}{4a}+2\,\frac{\rho i}{2\pi s}
\quad\Rightarrow\quad
R\simeq\frac23\left(\frac{\rho}{4a}+\frac{\rho}{\pi s}\right)=\frac{\rho}{6a}+\frac{2\rho}{3\pi s}.
\]

At fixed \(a\) and \(s\), the first term is smaller than for two spots, but the interaction term has grown from \(\rho/(2\pi s)\) to \(2\rho/(3\pi s)\). The third spot therefore lowers the resistance by less than the parallel rule for independent spots predicts.

## Variation 2: two unequal spots

Let the radii be \(a\) and \(b\), both much smaller than \(s\). The currents \(i_1\) and \(i_2\) now differ, but both spots are still at \(V/2\). Write \(\alpha=1/(4a)\), \(\beta=1/(4b)\) and \(m=1/(2\pi s)\). To leading order in the mutual term,

\[
\frac{V}{2\rho}=\alpha i_1+m i_2=\beta i_2+m i_1 .
\]

The second equality gives \((\alpha-m)i_1=(\beta-m)i_2\). With \(i_1+i_2=I\),

\[
i_1=\frac{\beta-m}{\alpha+\beta-2m}I,\qquad i_2=\frac{\alpha-m}{\alpha+\beta-2m}I .
\]

Substitution into \(\alpha i_1+mi_2\) gives the numerator \(\alpha\beta-\alpha m+\alpha m-m^2\), so

\[
R\simeq2\rho\,\frac{\alpha\beta-m^2}{\alpha+\beta-2m}
\simeq2\rho\left[\frac{\alpha\beta}{\alpha+\beta}+\frac{2m\,\alpha\beta}{(\alpha+\beta)^2}\right],
\]

where the last form keeps the first power of \(m\). The next term, \(-2\rho m^2(\alpha-\beta)^2/(\alpha+\beta)^3\), is of order \(1/s^2\) and vanishes only for equal spots, so for unequal spots the error falls more slowly than in part (b). Since \(\alpha\beta/(\alpha+\beta)=1/[4(a+b)]\) and \(\alpha\beta/(\alpha+\beta)^2=ab/(a+b)^2\),

\[
R\simeq\frac{\rho}{2(a+b)}+\frac{2\rho}{\pi s}\,\frac{ab}{(a+b)^2}.
\]

For \(b=a\) this returns the result of the main problem. For \(b\to0\) the second spot carries no current, the interaction disappears, and \(R\) becomes the single-spot value \(\rho/(2a)\).

## Computed values

```
Solved pair against rho/(4a) + rho/(2 pi s); R in units of rho/a
s/a =    3: solved 0.304278, formula 0.303052, formula error -0.4030 %
s/a =    4: solved 0.290386, formula 0.289789, formula error -0.2055 %
s/a =    6: solved 0.276725, formula 0.276526, formula error -0.0719 %
s/a =   10: solved 0.265962, formula 0.265915, formula error -0.0176 %
s/a =   20: solved 0.257964, formula 0.257958, formula error -0.0024 %
s/a =   40: solved 0.253980, formula 0.253979, formula error -0.0003 %
Mean square radius of single-spot current: 0.6667 a^2
Worked example: copper terminal joint, rough parameters
Resistivity: 2.0 microohm cm
Spot radius a: 10 um
Centre separation s: 100 um
Total current: 10 A; per spot: 5 A
Temperature of use: 350 K
Own potential of a spot, one side: 2.5000 mV
Potential from other spot, one side: 0.1592 mV
Total voltage: 5.3183 mV
One spot alone, rho/(2a): 1000.0 microohm
Two independent spots, rho/(4a): 500.00 microohm
Interaction, rho/(2 pi s): 31.83 microohm
Approximate total: 531.83 microohm
Approximate total, converted: 0.5318 milliohm
Numerically solved total: 531.92 microohm
Interaction / independent spots: 6.37 %
Neglected effects; percentages are relative to the interaction
Electron density (rough input): 8.5e+22 cm^-3
Mean free path: 32.9 nm
Ballistic addition: 1.40 microohm, 4.4 %
Body radius: 10 mm
Finite-body reduction: 0.64 microohm, 2.0 %
Lorenz number: 2.443e-08 V^2/K^2
Temperature coefficient (rough input): 0.0035 1/K
Largest temperature rise: 0.41 K
Upper estimate of heating addition: 0.77 microohm, 2.4 %
Film equal to interaction: 2.0e-10 ohm cm^2
```
